# Zener tunnelling in a two-band Dirac model from the Landau-Zener problem

## Question

I am trying to do this exercise. An electron has the one-dimensional Hamiltonian

$$H_0(p)=v\,p\,\sigma_z+D\,\sigma_x ,\qquad v,D>0,$$

and a uniform force $F>0$ acts on it. I have to show that the probability of going from the lower band to the upper one is exactly

$$P=\exp\left(-\frac{\pi D^2}{\hbar vF}\right)$$

by mapping the problem to Landau-Zener.

I put $p=Ft$, so the diagonal energy is $vFt$ and the coupling is $D$. Then I used the Landau-Zener formula $\exp(-2\pi D^2/\hbar\alpha)$ with $\alpha=vF$, and my exponent came out twice too large. There are two more things I can't justify. Why may I replace an operator $p$ by a number $Ft$? And why is the answer exact, when a tunnelling exponent usually comes from a semiclassical estimate? I would rather see the Landau-Zener formula derived than look it up.

## Answer

Your factor of two comes from $\alpha$. In the formula you quote, $\alpha$ is the rate at which the *difference* of the two diagonal energies changes. These energies are $+vFt$ and $-vFt$, so their difference is $2vFt$ and $\alpha=2vF$. Then

$$\frac{2\pi D^2}{\hbar\alpha}=\frac{2\pi D^2}{2\hbar vF}=\frac{\pi D^2}{\hbar vF}.$$

The other two questions need the derivation.

### What is being asked

Since $\sigma_z$ and $\sigma_x$ anticommute and square to one, $H_0^2=v^2p^2+D^2$. The bands are $\pm\sqrt{v^2p^2+D^2}$, and the gap at $p=0$ is $2D$, so $D$ is half the gap. The force enters through the potential $-Fx$, whose negative gradient is $+F$. For a charge in an electric field, $F$ is charge times field.

The electron starts in the lower band at $p\to-\infty$, and $P$ is the probability of finding it in the upper band at $p\to+\infty$. The word "exactly" refers to this complete sweep, in the model with unbounded linear dispersion, for one electron without scattering.

### Why $p$ may be replaced by a number

In momentum space $x=i\hbar\,\partial_p$, so the two-component wave function obeys

$$i\hbar\,\partial_t\psi(p,t)=H_0(p)\psi(p,t)-i\hbar F\,\partial_p\psi(p,t).$$

Follow the wave function along the moving point $p=p_0+Ft$ by defining $\phi(t)=\psi(p_0+Ft,\,t)$. The chain rule gives

$$i\hbar\frac{d\phi}{dt}=i\hbar\,\partial_t\psi+i\hbar F\,\partial_p\psi=H_0(p_0+Ft)\,\phi ,$$

because the two derivative terms in $p$ cancel. No approximation has been made: the potential is linear in $x$, hence first order in $\partial_p$, and such a term merely transports the wave function along $p$.

Each $p_0$ gives its own two-level problem. Shifting the origin of time by $p_0/F$ removes $p_0$, so all of them have the same transition probability over a complete sweep. A wave packet that starts in the lower band is a superposition of different $p_0$, and its upper-band weight is the integral of $P$ times the initial momentum density, which is $P$.

### Dimensionless equations

With $p_0$ removed, let $a$ and $b$ be the upper and lower components of $\phi$. Define

$$\tau=t\sqrt{\frac{vF}{\hbar}},\qquad \delta=\frac{D}{\sqrt{\hbar vF}} .$$

Then $i\hbar\,d/dt=\sqrt{\hbar vF}\;i\,d/d\tau$ and $vFt=\sqrt{\hbar vF}\,\tau$. Dividing by $\sqrt{\hbar vF}$, with primes for $d/d\tau$,

$$ia'=\tau a+\delta b,\qquad ib'=\delta a-\tau b .$$

The diagonal terms only produce phases, which we take out by writing $a=e^{-i\tau^2/2}A$ and $b=e^{i\tau^2/2}B$. For instance $ia'=\tau a+e^{-i\tau^2/2}\,iA'$, and the term $\tau a$ cancels. The result is

$$iA'=\delta e^{i\tau^2}B,\qquad iB'=\delta e^{-i\tau^2}A. \tag{1}$$

Differentiate $A'=-i\delta e^{i\tau^2}B$ and insert $B'=-i\delta e^{-i\tau^2}A$:

$$A''=2i\tau A'-i\delta e^{i\tau^2}B'=2i\tau A'-\delta^2A .$$

Thus

$$A''-2i\tau A'+\delta^2A=0. \tag{2}$$

### Solving by a contour integral

The coefficients of (2) are at most linear in $\tau$. A Fourier-type integral therefore turns it into a first-order equation. Try

$$A(\tau)=\int_C dk\,g(k)\,e^{ik\tau},$$

with a contour $C$ at whose ends the integrand vanishes. Differentiating twice brings down $-k^2$. For the middle term use $\tau e^{ik\tau}=-i\,\partial_ke^{ik\tau}$ and integrate by parts:

$$-2i\tau A'=2\int_C dk\,kg\,\tau e^{ik\tau}=-2i\int_C dk\,kg\,\partial_ke^{ik\tau}=2i\int_C dk\,(kg)'e^{ik\tau}.$$

Equation (2) holds if $(\delta^2-k^2)g+2i(kg)'=0$. With $h=kg$ this reads

$$\frac{h'}{h}=\frac{k^2-\delta^2}{2ik}=\frac i2\left(\frac{\delta^2}{k}-k\right),$$

so that, with $\nu=\delta^2/2$,

$$h=k^{i\nu}e^{-ik^2/4},\qquad g=k^{i\nu-1}e^{-ik^2/4}.$$

There is a branch point at $k=0$. I take $C$ to be the straight line $k=i+e^{-i\pi/4}r$ with $r$ running from $-\infty$ to $\infty$. It passes above the origin. Far out $k^2\approx-ir^2$, so $e^{-ik^2/4}$ falls as $e^{-r^2/4}$ apart from factors exponential in $r$, and the boundary terms vanish. The branch cut goes down the negative imaginary axis, with $-\pi/2<\arg k<3\pi/2$, and $C$ does not touch it.

The other component follows from (1), $B=(i/\delta)e^{-i\tau^2}A'$. The derivative brings down $ik$, and $i\cdot i=-1$:

$$B(\tau)=-\frac1\delta\int_C dk\,k^{i\nu}\,e^{-i\tau^2+ik\tau-ik^2/4}
=-\frac1\delta\int_C dk\,k^{i\nu}\,e^{-i(k-2\tau)^2/4}. \tag{3}$$

This is a Gaussian centred at $k=2\tau$, multiplied by $k^{i\nu}$. As $\tau$ runs from $-\infty$ to $+\infty$, the centre moves from the far negative to the far positive $k$ axis. The transition probability is contained in how $|k^{i\nu}|$ differs between the two sides.

### Late times

Shift the contour parallel to itself, to $k=2\tau+e^{-i\pi/4}r$. The exponent becomes $-r^2/4$. For $\tau>0$ this line meets the imaginary axis at $r=-2\sqrt2\,\tau$, that is at $k=+2i\tau$. All the lines swept over in the shift meet the imaginary axis above the origin, so none crosses the cut, and

$$B(\tau)=-\frac{e^{-i\pi/4}}{\delta}\int_{-\infty}^{\infty}dr\,e^{-r^2/4}\left(2\tau+e^{-i\pi/4}r\right)^{i\nu}.$$

The modulus $|k^{i\nu}|=e^{-\nu\arg k}$ is bounded. For any fixed $r$, $\arg k\to0$ as $\tau\to\infty$, and $k^{i\nu}$ approaches $(2\tau)^{i\nu}$, a pure phase. The Gaussian therefore allows the limit to be taken under the integral:

$$|B(\tau)|\to\frac1\delta\int_{-\infty}^{\infty}dr\,e^{-r^2/4}=\frac{2\sqrt\pi}{\delta}\qquad(\tau\to+\infty).$$

The integral for $e^{-i\tau^2}A$ is the same without the factor $-1/\delta$ and with $k^{i\nu-1}$ in place of $k^{i\nu}$. The shifted line stays at least $\sqrt2\,\tau$ away from the origin, so the extra $1/k$ makes $|A|=O(1/\tau)$. This solution ends entirely in component $b$.

### Early times

For $\tau<0$ the shifted line meets the imaginary axis at $k=-2i|\tau|$, on the cut. The contour must still pass above the origin. It follows the line to the left side of the cut, goes up to $k=0$, comes down the right side, and continues along the line. There are two contributions.

On the cut, $k=-iy$ with $y>0$, and

$$-\frac i4(-iy-2\tau)^2=\frac{iy^2}{4}+y\tau-i\tau^2 .$$

For negative $\tau$ the exponential has modulus $e^{-y|\tau|}$. The factor $k^{i\nu}$ has modulus $e^{-3\pi\nu/2}$ on the left side and $e^{\pi\nu/2}$ on the right. The loop contribution to the integral in (3) is then at most

$$\left(e^{\pi\nu/2}-e^{-3\pi\nu/2}\right)\int_0^\infty dy\,e^{-y|\tau|}=\frac{e^{\pi\nu/2}-e^{-3\pi\nu/2}}{|\tau|},$$

which vanishes as $\tau\to-\infty$.

On the line, $k$ approaches $2\tau=2|\tau|e^{i\pi}$ at any fixed $r$. The argument is $+\pi$ because the negative axis is reached from the positive one by passing above the origin. Hence $|k^{i\nu}|\to e^{-\pi\nu}$ and

$$|B(\tau)|\to e^{-\pi\nu}\,\frac{2\sqrt\pi}{\delta}\qquad(\tau\to-\infty).$$

The ratio of the two limits is

$$\frac{|B(-\infty)|^2}{|B(+\infty)|^2}=e^{-2\pi\nu}=e^{-\pi\delta^2}. \tag{4}$$

### From this ratio to the transition probability

The solution ends in $b$, whereas we want one that starts in $a$. Unitarity connects them. Let $U$ be the evolution matrix from $-T$ to $T$. The final state is, up to normalization and $O(1/T)$, pure $b$, and the initial state is $U^\dagger$ acting on it. The left side of (4) is therefore the large-$T$ limit of $|(U^\dagger)_{bb}|^2=|U_{bb}|^2$.

The normalization of column $a$ of $U$ gives $|U_{aa}|^2+|U_{ba}|^2=1$, and that of row $b$ gives $|U_{ba}|^2+|U_{bb}|^2=1$. So $|U_{aa}|=|U_{bb}|$. Only moduli enter. The phase of $B(\tau)$ itself has no limit, since $|2\tau|^{i\nu}=e^{i\nu\ln|2\tau|}$ keeps drifting logarithmically. In the ratio $B(-T)/B(T)$ this factor occurs at both ends and cancels.

It remains to say what $|U_{aa}|^2$ means for the bands. Far from $p=0$ the coupling $D$ is negligible beside $v|p|$, and the band states become the pure components. Component $a$ has energy $vp$. At $p\to-\infty$ it is the lower band, and at $p\to+\infty$ the upper band. An electron that *stays* in $a$ has thus *changed* band, and

$$P=|U_{aa}|^2=e^{-\pi\delta^2}=\exp\left(-\frac{\pi D^2}{\hbar vF}\right).$$

In terms of $\alpha=2vF$ this is $\exp(-2\pi D^2/\hbar\alpha)$, the Landau-Zener formula you started from.

### How the semiclassical picture fits in

In real space, take total energy zero. Locally $(Fx)^2=v^2p^2+D^2$, so for $|x|<D/F$ the momentum is imaginary, $p=\pm i\hbar\kappa$ with

$$\kappa(x)=\frac{\sqrt{D^2-F^2x^2}}{\hbar v}.$$

The electron tunnels through a forbidden region of width $2D/F$. The semiclassical exponent for the probability is twice the integral of $\kappa$. With $u=Fx$ the integral is the area of a half-disc of radius $D$:

$$2\int_{-D/F}^{D/F}\kappa\,dx=\frac{2}{\hbar vF}\int_{-D}^{D}\sqrt{D^2-u^2}\,du=\frac{2}{\hbar vF}\,\frac{\pi D^2}{2}=\frac{\pi D^2}{\hbar vF}.$$

This agrees with the exact exponent. What the estimate leaves open is the prefactor, and whether the exponent survives when tunnelling is strong. The contour solution settles both: the prefactor is one for every value of $\delta$.

### Numbers

Take round model parameters, not those of a particular material: $D=0.05$ eV, $v=0.5$ nm/fs and $F=0.01$ eV/nm. For an elementary charge this force corresponds to a field of $10^7$ V/m. With $\hbar=0.6582$ eV fs,

$$\hbar vF=0.6582\times0.5\times0.01=3.291\times10^{-3}\ \text{eV}^2,$$

$$\delta^2=\frac{0.05^2}{3.291\times10^{-3}}=0.7596,\qquad P=e^{-\pi\times0.7596}=e^{-2.386}=0.092 .$$

About one electron in eleven crosses the gap in a single passage. The forbidden region is $2D/F=10$ nm wide, and the unit of $\tau$ is $\sqrt{\hbar/vF}=11.5$ fs. The Landau-Zener rate is $\alpha=2vF=0.01$ eV/fs. Your choice, half of this, doubles the exponent and so squares the probability, giving $0.0085$.

The dependence on force is clearest in the form

$$P=e^{-F_0/F},\qquad F_0=\frac{\pi D^2}{\hbar v}=\frac{\pi\times0.05^2}{0.3291}=0.0239\ \text{eV/nm}.$$

Halving $F$ squares $P$, and doubling $F$ takes its square root. Direct integration of the time-dependent equation from $\tau=-20$ to $20$, starting in the lower eigenstate of $H_0$ at the first time and projecting on the upper eigenstate at the last, gives:

| $F$ (eV/nm) | $P$, integrated | $P$, formula |
|---|---|---|
| 0.005 | 0.008445 | 0.008456 |
| 0.010 | 0.091986 | 0.091955 |
| 0.020 | 0.303241 | 0.303240 |

For $F\ll F_0$ tunnelling is exponentially rare. All derivatives of $e^{-F_0/F}$ with respect to $F$ vanish as $F\to0^+$, so an expansion in powers of $F$ gives zero at every order. For $F\gg F_0$, or $D\to0$, $P$ tends to one. At $D=0$ the components are uncoupled, and the electron stays in $a$ through the point where the bands touch.

The replacement of $p$ by $p_0+Ft$ can also be checked without making it. A wave packet was propagated under the potential $-Fx$ itself, from mean momentum $-8$ to $+8$ in units of $\sqrt{\hbar F/v}$. Its final upper-band weight was $0.0920$. The formula gives the same value to these digits.

### How long the sweep must be

A real band is not linear forever, so it matters how quickly the result settles. Stop the sweep at $\pm\tau_m$, with $\tau_m\gg1,\delta$, and use the instantaneous band states. With $w=\sqrt{\tau^2+\delta^2}$ and $\cot\theta=\tau/\delta$, these are

$$u_+=\begin{pmatrix}\cos\frac\theta2\\ \sin\frac\theta2\end{pmatrix},\qquad
u_-=\begin{pmatrix}-\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix},$$

with energies $\pm w$. Since $u_-'=-\tfrac12\theta'u_+$, the upper-band amplitude obeys

$$c_+'=-iw\,c_++\tfrac12\theta'c_- ,\qquad \theta'=-\frac{\delta}{w^2}.$$

The two amplitudes rotate relative to each other at the frequency $2w$. The part of the transition lost by stopping at $\tau_m$ is an integral of $\tfrac12\theta'$ times this fast phase. One integration by parts gives its leading size, the coupling at the end point divided by the frequency:

$$\varepsilon=\frac{|\theta'|/2}{2w}\approx\frac{\delta}{4\tau_m^3}.$$

The late end changes the final upper-band amplitude by $\varepsilon$ times the lower-band amplitude, of modulus $\sqrt{1-P}$. The early end acts as an initial upper-band admixture $\varepsilon$, which reaches the final upper band with the same modulus $\sqrt{1-P}$. An amplitude of modulus $\sqrt P$ is thus changed by at most about $2\varepsilon\sqrt{1-P}$. If $\varepsilon\ll\sqrt P$, the square of this change can be neglected, and to leading order

$$|\Delta P|\le2\sqrt P\cdot2\varepsilon\sqrt{1-P}=4\varepsilon\sqrt{P(1-P)}\le2\varepsilon .$$

For the example, $\tau_m=5$ gives an absolute error of $0.0015$ in $P$, against a bound $2\varepsilon=0.0035$. At $\tau_m=20$ the error is $3\times10^{-5}$ and the bound $5\times10^{-5}$. Since $vp=\sqrt{\hbar vF}\,\tau$ and $\sqrt{\hbar vF}=0.057$ eV, $\tau_m=5$ means following the bands out to $v|p|\approx0.29$ eV, nearly six times the half-gap.

These are absolute errors. When $P$ is very small, $\tau_m\gg1,\delta$ does not ensure $\varepsilon\ll\sqrt P$. At $F=0.001$ eV/nm, $\delta=2.76$ and $P=4\times10^{-11}$, while $\varepsilon/\sqrt P\approx13$ at $\tau_m=20$. The end terms of an abruptly stopped sweep then outweigh $P$ itself.

### When the formula no longer applies

- If the bands bend appreciably before $|\tau|$ is large compared with both $1$ and $\delta$, the diagonal energies are not linear in time during the transition, and (2) is no longer the right equation. For $\delta>1$ the requirement is stricter, because a small relative change of a large exponent matters. With diagonal energy $W\tanh(\tau/W)$ in place of $\tau$, the semiclassical exponent falls by about $\pi\delta^4/4W^2$, so $W\gg\delta^2$ is needed; at $\delta=2$, $W=6$ the probability is about $1.4$ times the formula.
- The model is a single one-dimensional channel. In a Dirac-type band in two or three dimensions, the conserved transverse momentum adds to the gap, $D^2\to D^2+v^2p_\perp^2$, and a current requires a sum over $p_\perp$ and over occupations.
- If the force is not uniform across the forbidden region and its surroundings, the potential is not linear in $x$, and the separation into independent $p_0$ fails.
- If scattering interrupts the passage, the evolution is not the unitary one used above.
- If the electron returns to the gap coherently, as in a periodic band, the amplitudes of successive passages interfere. Their phases then matter, and $P$ describes one passage only.

## Numbers as computed

```
half-gap D = 0.050 eV
velocity v = 0.500 nm/fs
force F = 0.0100 eV/nm
hbar = 0.658212 eV fs
hbar v = 0.329106 eV nm
hbar v F = 3.291060e-03 eV^2
delta = 0.87157 (dimensionless)
delta^2 = 0.75963 (dimensionless)
Landau-Zener rate 2 v F = 0.01000 eV/fs
time scale sqrt(hbar/(v F)) = 11.4736 fs
forbidden width 2 D/F = 10.000 nm
exponent pi delta^2 = 2.38646 (dimensionless)
P from formula = 0.091955 (probability)
contour solution against integration: 1.2e-11 (difference)
|B| at tau = +10000: 4.06727 (unnormalized)
|A| at tau = +10000: 1.77e-04 (unnormalized)
|B| at tau = -10000: 1.23324 (unnormalized)
ratio of |B|^2, early/late = 0.091936
D (eV), v (nm/fs), F (eV/nm): P simulated, P formula
  0.050, 0.50, 0.0100: 0.091986, 0.091955
  0.050, 0.50, 0.0050: 0.008445, 0.008456
  0.050, 0.50, 0.0200: 0.303241, 0.303240
  0.030, 0.50, 0.0100: 0.423521, 0.423532
  0.050, 1.00, 0.0100: 0.303241, 0.303240
  0.080, 0.70, 0.0300: 0.233505, 0.233493
sweep end tau_m: P simulated, error, error bound 2 epsilon
  5: 0.093412, +1.5e-03, 3.5e-03
  10: 0.092113, +1.6e-04, 4.4e-04
  20: 0.091986, +3.1e-05, 5.4e-05
packet mean momentum, start -8, end +8.00000 (sqrt(hbar F/v))
packet interband probability = 0.09196
barrier integral 2 int kappa dx = 2.38646 (dimensionless)
```
